# Film and repeated-slab basis sizes, and the vacuum surface states need

## Problem

A crystal film of $N$ layers with spacing $a$, so of thickness $d=Na$, is treated with linearized augmented plane waves in two geometries.

- **Repeated slab.** Films are stacked with vacuum of width $w$ between them. The perpendicular period is $L=d+w$.
- **Film geometry.** There is one film. Plane waves are used for $|z|<D/2$, with $z$ measured from the film centre. Beyond these planes each plane wave is continued by functions that decay into the vacuum. The plane waves have period $\tilde D$, slightly larger than $D$.

(a) At equal plane-wave cutoff $K$, what is the ratio of the two basis sizes?

(b) A surface state sits on each face. Across the vacuum of the repeated slab, facing states combine into a bonding and an antibonding state. What width $w$ brings this splitting below 1 meV?

(c) Does that width bring the total splitting of the surface-state pair below 1 meV?

Evaluate the answers for a model with one perpendicular coordinate. In the crystal

$$V(x)=-U-2V_G\cos(2\pi x/a),$$

with $x$ measured inward from a surface plane, and in vacuum $V=0$. Take $a=4$ bohr, $U=0.45$ hartree, $V_G=0.12$ hartree. The surface planes lie at potential minima, half a layer beyond the centres of the outermost layers. Hartree atomic units are used, with splittings in meV.

## Solution

### (a) Counting plane waves

For perpendicular period $P$ the allowed wave numbers are $g_n=2\pi n/P$. With surface cell area $A$, each three-dimensional wave vector occupies a volume $(2\pi)^3/(AP)$ of reciprocal space. A cutoff sphere of radius $K$ therefore holds about

$$N_{\rm pw}\approx\frac{4\pi K^3}{3}\,\frac{AP}{(2\pi)^3}=\frac{A\,P\,K^3}{6\pi^2}$$

plane waves. At equal $A$ and $K$,

$$\frac{N_{\rm slab}}{N_{\rm film}}\approx\frac{L}{\tilde D}.$$

This is the leading term for a large sphere; individual counts scatter about it because the wave vectors are discrete. Augmentation inside atomic spheres changes the shape of each function but not their number. Local orbitals, if used, add the same number to both bases and pull the total ratio towards one.

The vacuum continuation adds no functions either. In the one-dimensional model, let $s$ be the distance beyond $|z|=D/2$ and $E_v=-\kappa_v^2/2$ a fixed energy parameter. The vacuum solution and its energy derivative are

$$u=e^{-\kappa_v s},\qquad \dot u=\frac{s}{\kappa_v}e^{-\kappa_v s},$$

since $d\kappa_v/dE_v=-1/\kappa_v$. A plane-wave combination with value $f$ and outward slope $f'$ at the boundary continues as $(c_0+c_1s)e^{-\kappa_v s}$. Matching the value gives $c_0=f$. Matching the slope gives $c_1-\kappa_v c_0=f'$, so $c_1=f'+\kappa_v f$. Both coefficients are fixed, and no new variational freedom appears.

The period $\tilde D$ must exceed $D$. If $\tilde D=D$, the even functions $\cos(2\pi nz/D)$ all have zero slope at $z=D/2$, and the odd functions $\sin(2\pi nz/D)$ all have zero value there. States of a symmetric film have definite parity, so none can then match an exponential tail, which has both a value and a slope. Mixing parities does not help: every combination has the same value and the same $d\psi/dz$ at $z=\pm D/2$, whereas tails decaying on both sides need logarithmic slopes of opposite sign there. A period shorter than $D$ is no better, since it forces every combination to repeat itself inside the film region.

For nine layers, $d=36$ bohr. Let the film vacuum begin 2 bohr outside each surface, so $D=40$ bohr, and take $\tilde D=42$ bohr. The slab period needs the width from part (b).

### (b) Splitting across the vacuum

**One surface.** Let the crystal fill $x>0$. At an energy $E$ in a gap, the Schrödinger equation

$$\psi''=2(V-E)\psi$$

has a solution that decays into the crystal. It obeys $\psi(x+a)=\lambda\psi(x)$ with $|\lambda|<1$. Scale it so that $\psi(0)=1$, and call its slope there $r(E)=\psi'(0)$.

This scaling is possible throughout the gap. The potential is even about $x=0$, so $\psi(-x)$ is also a solution, and it has the factor $1/\lambda$. If $\psi(0)$ were zero, $\psi(-x)$ would equal $-\psi(x)$, and the factors would have to agree: $\lambda=1/\lambda$. That contradicts $|\lambda|<1$.

On the vacuum side the solution is $e^{\kappa x}$ with $\kappa=\sqrt{-2E}$. A surface state therefore satisfies

$$r(E_0)=\kappa(E_0).$$

To see how $r$ varies, differentiate the Schrödinger equation with respect to $E$, writing $\psi_E=\partial\psi/\partial E$:

$$\psi_E''=2(V-E)\psi_E-2\psi.$$

Multiply this by $\psi$, and subtract the original equation multiplied by $\psi_E$. The potential terms cancel:

$$\frac{d}{dx}\left(\psi\psi_E'-\psi'\psi_E\right)=-2\psi^2.$$

Integrate from 0 to infinity, where the bracket vanishes. At $x=0$ the scaling gives $\psi_E(0)=0$ and $\psi_E'(0)=dr/dE$. Hence

$$\frac{dr}{dE}=2I,\qquad I=\int_0^\infty\psi^2\,dx.$$

So $r$ rises through the gap. Take the lowest gap, at wave number $\pi/a$, whose edge states grow out of $\cos(\pi x/a)$ and $\sin(\pi x/a)$; to first order the cosine term of the potential shifts these by $-V_G$ and $+V_G$. For $V_G>0$ the band-edge state at the bottom of this gap is therefore even about $x=0$, with its density at the potential minima; it has zero slope there, so $r$ starts from 0. The state at the top is odd and vanishes at $x=0$, so $r$ tends to infinity. Meanwhile $\kappa$ is finite and falls with energy, provided the whole gap lies below the vacuum level. There is then one crossing, and one surface state, in this gap. The sign of $V_G$ matters: with $V_G>0$ the layer centres sit at potential maxima. For $V_G<0$ the even and odd edge states change places, $r$ rises from $-\infty$ to 0, never meets $\kappa>0$, and this gap holds no surface state.

**Normalization.** The vacuum tail contributes $\int_{-\infty}^0e^{2\kappa x}dx=1/(2\kappa)$ to the norm. The density of the normalized state at the vacuum edge is therefore

$$B^2=\frac{1}{I+1/(2\kappa)}.$$

Using $d\kappa/dE=-1/\kappa$,

$$\frac{d(r-\kappa)}{dE}=2I+\frac1\kappa=\frac{2}{B^2}.$$

**Two facing surfaces.** Put a second, mirrored crystal at $x<-w$. In the vacuum the bonding state is proportional to $\cosh[\kappa(x+w/2)]$ and the antibonding state to $\sinh[\kappa(x+w/2)]$. Their logarithmic slopes at $x=0$ give

$$r=\kappa\tanh\frac{\kappa w}{2}\quad\text{(bonding)},\qquad r=\kappa\coth\frac{\kappa w}{2}\quad\text{(antibonding)}.$$

For $e^{-\kappa w}\ll1$,

$$\tanh\frac{\kappa w}{2}=\frac{1-e^{-\kappa w}}{1+e^{-\kappa w}}\approx1-2e^{-\kappa w},\qquad \coth\frac{\kappa w}{2}\approx1+2e^{-\kappa w}.$$

So $r-\kappa\approx\mp2\kappa e^{-\kappa w}$, with the upper sign for bonding. To first order in the energy shift $\delta E$ the left side is $(2/B^2)\,\delta E$, and

$$\delta E=\mp\kappa B^2e^{-\kappa w}.$$

The splitting is the difference of the two shifts:

$$\Delta_v=2\kappa B^2e^{-\kappa w}.$$

Here $\kappa$ and $B^2$ belong to the single surface. This requires the shift to be small enough that $\kappa w$ hardly changes, which means $w|\delta E|/\kappa\ll1$. Setting $\Delta_v$ equal to a target $\Delta_*$ gives

$$w_*=\frac1\kappa\ln\frac{2\kappa B^2}{\Delta_*},$$

and the splitting is below the target for $w>w_*$.

**Numbers.** Integration through one layer gives a gap from $-0.267$ to $-0.028$ hartree and a surface state at $E_0=-0.1782$ hartree, or 4.85 eV below the vacuum level. Then

$$\kappa=\sqrt{2\times0.17822}=0.597\ \text{bohr}^{-1}.$$

The crystal part of the norm is $I=3.180$ bohr, and the vacuum part is $1/(2\times0.597)=0.838$ bohr. Thus

$$B^2=\frac1{3.180+0.838}=0.249\ \text{bohr}^{-1},\qquad 2\kappa B^2=0.297\ \text{hartree}.$$

One meV is $3.675\times10^{-5}$ hartree, so

$$w_*=\frac{1}{0.597}\ln\frac{0.2972}{3.675\times10^{-5}}=\frac{8.998}{0.597}=15.07\ \text{bohr}=7.98\ \text{Å}.$$

Solving the tanh and coth conditions without expansion gives the same width to the digits shown. At $w=10$ bohr the unexpanded splitting is 20.651 meV and the formula gives 20.649 meV, so the expansion is already accurate there.

The width is measured between the potential steps. The centres of the outermost layers are farther apart by $2\times a/2=4$ bohr, at 19.07 bohr.

The logarithm makes the estimate forgiving in one respect and demanding in another. A factor of two in the prefactor moves $w_*$ by $\ln2/\kappa=1.2$ bohr. A tenfold smaller target costs $\ln10/\kappa=3.9$ bohr. The decay constant, however, divides the whole logarithm: a weakly bound surface state needs a wider vacuum.

### Basis ratio at this width

For nine layers,

$$L=36+15.07=51.07\ \text{bohr},\qquad \frac{L}{\tilde D}=\frac{51.07}{42}=1.216.$$

If dense diagonalization dominates, its cost grows as the cube of the basis size, here by a factor $1.216^3=1.80$. An explicit count for a square surface cell of side 5 bohr and $K=4$ bohr$^{-1}$ finds 1381 plane waves for the slab and 1145 for the film, a ratio of 1.206.

With the margins chosen above, $\tilde D=d+6$ bohr, so

$$\frac{L}{\tilde D}=\frac{d+w_*}{d+6}=1+\frac{w_*-6}{d+6}\qquad(\text{lengths in bohr}).$$

The advantage of the film basis falls as $1/(d+6)$, which approaches the inverse thickness only for $d\gg6$ bohr:

| Layers | $L$ (bohr) | $\tilde D$ (bohr) | $L/\tilde D$ | $(L/\tilde D)^3$ |
|---:|---:|---:|---:|---:|
| 1 | 19.1 | 10 | 1.91 | 6.9 |
| 5 | 35.1 | 26 | 1.35 | 2.5 |
| 9 | 51.1 | 42 | 1.22 | 1.8 |
| 15 | 75.1 | 66 | 1.14 | 1.5 |
| 30 | 135.1 | 126 | 1.07 | 1.2 |

The first row compares periods at the same vacuum width; a single layer does not have two separate surface states to which the splitting formula could apply.

Equal cutoff is a fair basis for comparison only if it gives similar accuracy. This was tested in one dimension by asking how many functions bring the mean energy of the nine-layer surface-state pair within 5 meV of its directly integrated value for an isolated film. The film basis needs 69 functions and the repeated slab 87, a ratio of 1.26. With 40 bohr of vacuum the slab needs 129, a ratio of 1.87, while the period ratio is 1.81. The period law thus holds to about 4% in these two cases. The counts move in steps of two, which limits the resolution: a film count of 71 instead of 69 would give ratios of 1.23 and 1.82. The largest wave number used is 5.09 bohr$^{-1}$ in the film basis and 5.29 bohr$^{-1}$ in both slabs, so with these settings the film reaches this accuracy at a slightly lower cutoff, and equal cutoff is only approximately equal accuracy. The film count refers to a 2 bohr margin, a 2 bohr excess period and $E_v=-0.15$ hartree, and it depends on these choices: a 1 bohr margin lowers the count to 61 (cutoff 4.71 bohr$^{-1}$, a count ratio of 1.43 against a period ratio of 1.28) and no margin lowers it to 39, while a 1 bohr excess raises it to 103 and $E_v=-0.05$ hartree, well above $E_0$, raises it to 101, both more than the 87 of the slab. The 4% agreement therefore belongs to the settings chosen. The test also uses a sharp potential step and no atomic spheres, so it does not fix the cutoffs of a real augmented calculation.

Setting $\tilde D=D$ at the same number of functions leaves a mean error of 333 meV in the pair. The small excess period is essential.

### (c) The coupling that vacuum cannot remove

The two surface states of one film also overlap through its interior. Let $f(x)$ be the solution decaying inward from the left face, with $f(0)=1$ and $f'(0)=r$. After $N$ layers both its value and its slope have been multiplied by $\lambda^N$. A film state of parity $\sigma=\pm1$ is

$$\psi(x)=f(x)+\sigma f(d-x).$$

At the left face its value is $1+\sigma\lambda^N$. Its slope is $r-\sigma r\lambda^N$, where the minus sign comes from differentiating $f(d-x)$. With endless vacuum outside, the logarithmic slope must equal $\kappa$:

$$r\,\frac{1-\sigma\lambda^N}{1+\sigma\lambda^N}=\kappa,\qquad\text{so}\qquad r-\kappa\approx2\sigma\kappa\lambda^N$$

for $|\lambda|^N\ll1$. Dividing by $2/B^2$ as before gives $\delta E=\sigma\kappa B^2\lambda^N$, and

$$\Delta_s=2\kappa B^2|\lambda|^N.$$

The prefactor is the same as across the vacuum. Only the attenuation differs: $e^{-\kappa w}$ is replaced by $|\lambda|^N=e^{-qd}$, where $q=-\ln|\lambda|/a$. Here $\lambda=-0.5495$ and $q=0.150$ bohr$^{-1}$, about a quarter of $\kappa$. One bohr of vacuum separates the surface states as well as four bohr of crystal.

For nine layers $|\lambda|^9=0.00457$, and

$$\Delta_s=0.2972\times0.00457\ \text{hartree}\approx37\ \text{meV}.$$

Direct solution of the isolated film also gives 37.0 meV. The answer to (c) is therefore no: at $w_*$ the nine-layer slab still has a splitting of 38.0 meV at $k=0$, and more vacuum lowers this $k=0$ splitting only towards the isolated-film value of 37.0 meV. The film geometry removes $\Delta_v$, but it keeps $\Delta_s$ too.

**Both couplings together.** Choose each surface state positive at its own vacuum edge. The shifts found above correspond to couplings

$$t_s=\kappa B^2\lambda^N,\qquad t_v=-\kappa B^2e^{-\kappa w}.$$

In the repeated slab these alternate along a chain with two surface states per period. Keeping these two states and nearest-neighbour coupling, the Hamiltonian at perpendicular Bloch wave number $k$ has diagonal elements $E_0$ and off-diagonal element $t_s+t_ve^{-ikL}$ with its complex conjugate. Its eigenvalues are $E_0\pm|t_s+t_ve^{-ikL}|$. Since $\Delta_s=2|t_s|$ and $\Delta_v=2|t_v|$, the splitting is

$$\Delta(k)=\sqrt{\Delta_s^2+\Delta_v^2\pm2\Delta_s\Delta_v\cos kL}.$$

The sign is that of $t_st_v$. Because $\lambda<0$ here, it is plus for odd $N$ and minus for even $N$. An even film can thus show a deceptively small splitting at $k=0$.

Twelve layers at $w_*$ illustrate this, with $\Delta_s=6.13$ meV and $\Delta_v=1$ meV:

| $kL$ | Chain formula (meV) | Plane-wave diagonalization (meV) |
|---:|---:|---:|
| 0 | $6.13-1=5.13$ | 5.13 |
| $\pi/2$ | $\sqrt{6.13^2+1}=6.21$ | 6.21 |
| $\pi$ | $6.13+1=7.13$ | 7.13 |

Half the difference between the largest and smallest splitting over $k$ is the smaller of $\Delta_s$ and $\Delta_v$. Here that is the vacuum coupling; in a film thick enough that $\Delta_s<\Delta_v$ it would be the film coupling. The part that remains at large $w$ always measures the film coupling.

**A total below 1 meV.** First the film must be thick enough:

$$N>\frac{\ln(2\kappa B^2/\Delta_*)}{-\ln|\lambda|}=\frac{8.998}{0.5987}=15.03.$$

Sixteen layers are needed, and they leave $\Delta_s=0.559$ meV. To stay within the target at every $k$, the vacuum may contribute at most $1-0.559=0.441$ meV. Relative to $w_*$ the width grows by

$$\frac1\kappa\ln\frac{1}{0.441}=1.37\ \text{bohr},$$

to 16.443 bohr, or 8.70 Å. Diagonalization at $k=0$ and $k=\pi/L$, where the chain formula has its extremes, gives a largest splitting of 1.000 meV. A width of 16.45 bohr or more puts the total below the target. The slab period is then $64+16.44=80.44$ bohr against $\tilde D=70$ bohr, a basis ratio of 1.15.

### Where the estimate fails

The barrier is flat in this model. An image-type potential lies below the vacuum level and lowers the barrier. At fixed $E_0$ and edge density, the tail then decays more slowly and the required width grows. The width found here should be read as the scale of the answer, with a convergence check in $w$ for a real surface. Self-consistent changes of the potential are also left out.

For a potential uniform along the surface, the parallel motion adds $k_\parallel^2/2$ to the energy $E$, so $\kappa^2=k_\parallel^2-2E$ equals its zone-centre value and $w_*$ is unchanged. In a corrugated crystal both $E_0$ and the gap vary with $k_\parallel$. Near a band edge $|\lambda|$ approaches one and the film coupling becomes long-ranged. Outside the gap there is no decaying solution, and the derivation ends.

Finally, the two faces were taken as identical. If their surface-state energies differ by $\eta$, the two-state problem for a coupling $t$ gives a separation $\sqrt{\eta^2+4t^2}$. This tends to $|\eta|$ rather than zero, and a separation that stays finite need not signal insufficient vacuum or thickness.

The numerical output below lists the values for the reference settings: 2 bohr margin, 2 bohr excess period and $E_v=-0.15$ hartree.

## Computed results

```
layer spacing a: 4.0 bohr
mean depth U: 0.45 hartree; Fourier term VG: 0.12 hartree
gap edges: -0.2671 and -0.0277 hartree
surface-state energy E0: -0.17822 hartree = -4.850 eV
vacuum decay constant kappa: 0.5970 per bohr
Bloch factor per layer: -0.5495; decay q: 0.1497 per bohr
crystal norm for unit edge value: 3.1804 bohr
edge density B2: 0.2489 per bohr
prefactor 2 kappa B2: 0.2972 hartree
target splitting: 3.6749e-05 hartree = 1.0 meV
w 10 bohr: exact 20.6505 meV, formula 20.6490 meV
w 14 bohr: exact 1.8956 meV, formula 1.8956 meV
w 18 bohr: exact 0.1740 meV, formula 0.1740 meV
vacuum width w*: 15.071 bohr = 7.98 angstrom
vacuum width from exact matching: 15.071 bohr
extra width per factor ten: 3.857 bohr
layers in example: 9; thickness: 36.0 bohr
film D: 40.0 bohr; film basis period: 42.0 bohr
repeated-slab period at w*: 51.071 bohr
period ratio: 1.216; cube: 1.798
surface cell side: 5.0 bohr; cutoff: 4.0 per bohr
3D plane waves counted: film 1145, slab 1381
3D volume estimate: film 1135, slab 1380
3D counted ratio: 1.206
vacuum energy parameter: -0.15 hartree
1D functions for 5 meV error: film 69, slab 87
1D needed ratio at w*: 1.261
1D functions at vacuum 40 bohr: 129
1D needed ratio there: 1.870; period ratio: 1.810
film error if basis period equals D: 332.8 meV
9 layers, isolated film splitting: 36.958 meV
9 layers, slab splitting at w*, k=0: 37.958 meV
12 layers, isolated film splitting: 6.132 meV
12 layers at w*, k=0: 5.131 meV
12 layers at w*, k=pi/2L: 6.213 meV
12 layers at w*, k=pi/L: 7.133 meV
splitting ratio for one more layer: 0.5495
fewest layers with film splitting below target: 16
film splitting there: 0.559 meV
vacuum for total at target: 16.443 bohr = 8.70 angstrom
largest total splitting found there: 1.000 meV
period ratio for 1 layers at w*: 1.907
period ratio for 5 layers at w*: 1.349
period ratio for 9 layers at w*: 1.216
period ratio for 15 layers at w*: 1.137
period ratio for 30 layers at w*: 1.072
```
